\section*{Transmission eigenchannels from the Green function and lead broadenings}

\section{The result}

A device region with Hermitian Hamiltonian $H$ is connected to a left and a right lead. The electrons are independent, transport is elastic and coherent, the basis is orthonormal, and no matrix element couples the leads directly. At real energy $E$ the leads enter through retarded self-energies $\Sigma_L,\Sigma_R$:
\begin{equation}
G=(E-H-\Sigma_L-\Sigma_R)^{-1},\qquad
\Gamma_a=i(\Sigma_a-\Sigma_a^\dagger)\ge 0 .
\label{defs}
\end{equation}
Factor each broadening as $\Gamma_a=W_aW_a^\dagger$, with one column of $W_a$ for each nonzero eigenvalue, and form the small matrix
\begin{equation}
t=W_R^\dagger G W_L .
\label{t}
\end{equation}
The eigenvectors $u_l$ of $t^\dagger t$ are the transmission eigenchannels for electrons arriving from the left. Their eigenvalues satisfy
\begin{equation}
0\le\tau_l\le1,\qquad
\sum_l\tau_l=\mathrm{Tr}\,[\Gamma_RG\Gamma_LG^\dagger]\equiv T .
\label{result}
\end{equation}
The trace $T$ is the Caroli transmission, here per spin. The inverse in (\ref{defs}) is assumed to exist, which excludes a bound state at energy $E$, one that sends no outgoing wave into either lead. Such a state may still have decaying tails in the leads. The inverse can also fail exactly at a subband edge of the leads, as it does for a clean ribbon.

\section{Two orbitals by hand}

Take two orbitals coupled to each other by $w$, each coupled equally to both leads:
\begin{equation}
H=\begin{pmatrix}0&w\\w&0\end{pmatrix},\quad
\Sigma_L=\Sigma_R=-\frac{i\gamma}{2}\,\mathbf 1,\quad
\Gamma_L=\Gamma_R=\gamma\,\mathbf 1 .
\end{equation}
Then $W_L=W_R=\sqrt\gamma\,\mathbf 1$ and $t=\gamma G$. Choose $E=w=\gamma/2$. The matrix to invert is
\begin{equation}
G^{-1}=\gamma\begin{pmatrix}\frac12+i&-\frac12\\-\frac12&\frac12+i\end{pmatrix}.
\end{equation}
Its determinant is $\gamma^2[(\frac12+i)^2-\frac14]=\gamma^2(-1+i)$, so
\begin{equation}
t=\frac{1}{-1+i}\begin{pmatrix}\frac12+i&\frac12\\\frac12&\frac12+i\end{pmatrix}.
\end{equation}
Since $|-1+i|^2=2$, each diagonal element of $t^\dagger t$ is $\frac12(\frac54+\frac14)=\frac34$. Each off-diagonal element is $\frac12[(\frac12-i)\frac12+\frac12(\frac12+i)]=\frac14$. Hence
\begin{equation}
t^\dagger t=\begin{pmatrix}\frac34&\frac14\\\frac14&\frac34\end{pmatrix},\qquad
\tau_1=1,\quad\tau_2=\tfrac12 ,
\end{equation}
with eigenvectors $(1,1)/\sqrt2$ and $(1,-1)/\sqrt2$. The Caroli trace is $\gamma^2\,\mathrm{Tr}\,GG^\dagger=\frac34+\frac34=\frac32$, which equals $\tau_1+\tau_2$.

An electron sent into either orbital is transmitted with probability $\frac34$. This hides the fact that the even combination passes completely and the odd one only half the time. The even combination is an eigenstate of $H$ with energy $w=E$, so it is on resonance; the odd one lies at $-w$, a distance $\gamma$ away.

The example also shows how the upper bound can be lost. If $G$ is built with half the broadening, $G=(E-H+i\gamma/2)^{-1}$, while $\Gamma_a=\gamma\mathbf 1$ is kept, the even channel gets $\gamma^2/(\gamma/2)^2=4$. The same self-energies must enter $G$ and $\Gamma_a$.

\section{Proof in general}

\subsection{Where the broadenings come from}

Let $V_a$ be the block of the Hamiltonian that couples lead $a$ to the device, and $H_a$ the lead Hamiltonian. With $z=E+i\eta$, $\eta\to0^+$, the equations for the full Green function are
\begin{align}
(z-H)G-\sum_aV_aG_{aD}&=1,\\
(z-H_a)G_{aD}-V_a^\dagger G&=0 .
\end{align}
The second line contains no other lead because the leads are not coupled directly. It gives $G_{aD}=g_aV_a^\dagger G$ with $g_a=(z-H_a)^{-1}$, and the first line then yields (\ref{defs}) with $\Sigma_a=V_ag_aV_a^\dagger$. Moreover,
\begin{equation}
g_a-g_a^\dagger=g_a\,[(z^*-H_a)-(z-H_a)]\,g_a^\dagger=-2i\eta\,g_ag_a^\dagger ,
\end{equation}
so $\Gamma_a=2\eta\,V_ag_ag_a^\dagger V_a^\dagger\ge0$, and the limit keeps the sign. This is why the factor $W_a$ exists.

\subsection{The bounds}

From (\ref{defs}), with $\Gamma=\Gamma_L+\Gamma_R$,
\begin{equation}
(G^\dagger)^{-1}-G^{-1}=\sum_a(\Sigma_a-\Sigma_a^\dagger)=-i\Gamma .
\end{equation}
Multiplying by $G$ on the left and $G^\dagger$ on the right, or the other way round, gives $G-G^\dagger$ on the left side in both cases. Therefore
\begin{equation}
i(G-G^\dagger)=G\Gamma G^\dagger=G^\dagger\Gamma G .
\label{spectral}
\end{equation}

The lower bound follows from the form of $t^\dagger t$: for any vector $u$, $u^\dagger t^\dagger t\,u=|tu|^2\ge0$. For the upper bound define the reflection matrix
\begin{equation}
r=1-iW_L^\dagger GW_L .
\end{equation}
Its adjoint is $r^\dagger=1+iW_L^\dagger G^\dagger W_L$. Multiplying out and using $W_LW_L^\dagger=\Gamma_L$ in the last term,
\begin{align}
r^\dagger r&=1-W_L^\dagger\, i(G-G^\dagger)\,W_L+W_L^\dagger G^\dagger\Gamma_LGW_L\nonumber\\
&=1-W_L^\dagger G^\dagger(\Gamma_L+\Gamma_R)GW_L+W_L^\dagger G^\dagger\Gamma_LGW_L\nonumber\\
&=1-W_L^\dagger G^\dagger\Gamma_RGW_L=1-t^\dagger t .
\label{unitarity}
\end{align}
For a normalized eigenvector, $\tau_l=1-|ru_l|^2\le1$. The part that is not transmitted is reflected.

\subsection{The sum}

A trace is unchanged when its factors are permuted cyclically, so
\begin{equation}
\sum_l\tau_l=\mathrm{Tr}\,[W_L^\dagger G^\dagger W_RW_R^\dagger GW_L]
=\mathrm{Tr}\,[\Gamma_RG\Gamma_LG^\dagger] .
\end{equation}
The rank of $t$ cannot exceed its number of rows or columns. At most $\min(\mathrm{rank}\,\Gamma_L,\mathrm{rank}\,\Gamma_R)$ eigenvalues are therefore nonzero.

\subsection{Absorption inside the device}

Suppose $G$ contains a further self-energy with broadening $\Gamma_P\ge0$, for instance $\Gamma_P=2\eta$ from a finite imaginary energy in the device. Now $\Gamma=\Gamma_L+\Gamma_R+\Gamma_P$ in (\ref{spectral}), and (\ref{unitarity}) becomes
\begin{equation}
r^\dagger r+t^\dagger t+W_L^\dagger G^\dagger\Gamma_PGW_L=1 .
\end{equation}
None of the three terms can be negative, so the bounds survive, but reflection and transmission need no longer add to one. The two directions may also differ. Put $X=\mathrm{Tr}[\Gamma_R\,i(G-G^\dagger)]$ and use the two forms of (\ref{spectral}):
\begin{align}
\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]&=X-\mathrm{Tr}[\Gamma_RG(\Gamma_R+\Gamma_P)G^\dagger],\\
\mathrm{Tr}[\Gamma_RG^\dagger\Gamma_LG]&=X-\mathrm{Tr}[\Gamma_RG^\dagger(\Gamma_R+\Gamma_P)G].
\end{align}
The second line is the right-to-left transmission $\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]$, cyclically permuted. The terms with two factors $\Gamma_R$ agree by cyclicity. For $\Gamma_P=0$ the directions are thus equal, even in a magnetic field. With an absorber, one test on random complex matrices gave a difference of 0.23.

\section{Why $t$ is a scattering amplitude}

Consider a ribbon on a square grid of spacing $a$, with hopping $-t_0$, $t_0=\hbar^2/2ma^2$, and on-site energy $4t_0$. Let $\psi_j$ be the wave function on column $j$, and let the device occupy $j=1,\dots,N$. In the leads the real transverse modes $\chi_n$ with subband edge $\varepsilon_n$ separate, and $\psi_j\propto\chi_n\lambda_n^j$ requires
\begin{equation}
E=\varepsilon_n+2t_0(1-\cos k_na),\qquad \lambda_n=e^{ik_na}.
\label{disp}
\end{equation}
For an open mode take $0<k_na<\pi$, which moves right; for a closed one take $|\lambda_n|<1$. An outgoing wave on the right obeys $\psi_{N+1}=\sum_n\chi_n\lambda_n\chi_n^T\psi_N$. Inserting this in the equation for column $N$ replaces the lead by
\begin{equation}
\Sigma_R=-t_0\sum_n\chi_n\lambda_n\chi_n^T,\qquad
\Gamma_R=\sum_{\rm open}\gamma_n\chi_n\chi_n^T,\quad\gamma_n=2t_0\sin k_na .
\end{equation}
Closed modes at these energies have real $\lambda_n$ and drop out of $\Gamma_R$. The left lead has the same matrices, acting on column 1.

Let mode $n$ arrive with amplitude $1/\sqrt{\gamma_n}$. The particle current between columns, in units of $1/\hbar$, is $2t_0\,\mathrm{Im}(\psi_j^\dagger\psi_{j+1})$, so the incoming current is $\gamma_n/\gamma_n=1$. With reflected amplitudes $\rho_m$, the components of $\psi$ along $\chi_m$ on columns 0 and 1 are
\begin{equation}
\psi_{0,m}=\frac{\delta_{mn}}{\sqrt{\gamma_n}}+\rho_m,\qquad
\psi_{1,m}=\frac{\delta_{mn}\lambda_n}{\sqrt{\gamma_n}}+\frac{\rho_m}{\lambda_m}.
\end{equation}
The second relation holds because the lead equation on column 0 continues the lead solution to column 1. Eliminating $\rho_m$,
\begin{equation}
\psi_{0,m}=\lambda_m\psi_{1,m}+\delta_{mn}\frac{1-\lambda_n^2}{\sqrt{\gamma_n}},\qquad
1-\lambda_n^2=-2i\lambda_n\sin k_na .
\end{equation}
The device equation on column 1 contains $+t_0\psi_0$, which equals $-\Sigma_L\psi_1-i\lambda_n\sqrt{\gamma_n}\,\chi_n$. Moving the source to the right side gives $(E-H-\Sigma_L-\Sigma_R)\psi=i\lambda_n\sqrt{\gamma_n}\,\chi_n$, hence
\begin{equation}
\psi=i\lambda_n\,GW_Le_n ,
\end{equation}
where $e_n$ selects the column $\sqrt{\gamma_n}\chi_n$ of $W_L$. The current leaving in mode $m$ is $\gamma_m|\chi_m^T\psi_N|^2=|t_{mn}|^2$. So $t$ is the flux-normalized transmission matrix up to a phase for each incoming mode, and $T$ is the total transmission.

The channel states $\psi_l=GW_Lu_l$ satisfy $\psi_l^\dagger\Gamma_R\psi_m=u_l^\dagger t^\dagger t\,u_m=\tau_l\delta_{lm}$. This holds at every cut through the device as well. Define
\begin{equation}
J_j^{lm}=-it_0(\psi_{l,j}^\dagger\psi_{m,j+1}-\psi_{l,j+1}^\dagger\psi_{m,j}) .
\end{equation}
On an inner column with Hamiltonian block $h_j$, $t_0\psi_{j+1}=-(E-h_j)\psi_j-t_0\psi_{j-1}$. In the difference the Hermitian terms $E-h_j$ cancel and $J_j^{lm}=J_{j-1}^{lm}$ remains. At the right end, $t_0\psi_{N+1}=-\Sigma_R\psi_N$ gives $J_N^{lm}=i\psi_l^\dagger(\Sigma_R-\Sigma_R^\dagger)\psi_m=\tau_l\delta_{lm}$. Different channels may interfere in the local density, but not in the total current through a cut.

\section{The algorithm}

\begin{enumerate}
\item Find $\lambda_n$ from (\ref{disp}) and build $\Sigma_a$ and $\Gamma_a$.
\item Diagonalize $\Gamma_a$, keep the nonzero eigenvalues, and scale the eigenvectors by their square roots to obtain $W_a$.
\item Compute the block $C_N$ of $G$ from column 1 to column $N$. Start with $g_1=C_1=(E-h_1-\Sigma_L)^{-1}$ and continue with
\begin{equation}
g_j=(E-h_j-t_0^2g_{j-1})^{-1},\qquad C_j=-t_0\,g_jC_{j-1},
\end{equation}
subtracting $\Sigma_R$ as well inside the last inverse. For a source $s$ on column 1, eliminating the earlier columns gives $\psi_{j-1}=C_{j-1}s-t_0g_{j-1}\psi_j$; inserting this in the equation for column $j$ yields both formulas.
\item Form $t=W_R^\dagger C_NW_L$ and diagonalize $t^\dagger t$.
\item Check $0\le\tau_l\le1$, and compare $\sum_l\tau_l$ with the trace computed from the full $\Gamma_a$.
\end{enumerate}
If several $\tau_l$ coincide, as in a clean ribbon where all equal one, the eigenvectors within that group are not unique.

\section{A ribbon with an off-centre scatterer}

The ribbon is 15 nm wide, with hard walls and a rough effective mass of $0.14\,m_0$, in the regime of few-layer InSe. On a 0.5 nm grid $t_0=1.0886$ eV. A repulsive Gaussian hill, $0.30\ \mathrm{eV}\times\exp(-d^2/2s^2)$ with $s=2$ nm and $d$ the distance from its centre, sits 5 nm from one edge, midway along a 20 nm device. At $E=0.15$ eV above the band edge, the subband edges 0.0119, 0.0476 and 0.1066 eV lie below $E$ and the next, 0.1882 eV, lies above. Three modes are open. For the first,
\begin{equation}
\cos k_1a=1-\frac{0.15-0.0119}{2\times1.0886}=0.9366,
\end{equation}
so $\gamma_1=2t_0\sin k_1a=0.763$ eV. The mode-to-mode probabilities, with outgoing modes as rows and incoming modes as columns, are
\begin{equation}
|t_{mn}|^2=\begin{pmatrix}0.0756&0.3848&0.1320\\0.3848&0.0998&0.0169\\0.1320&0.0169&0.0737\end{pmatrix}.
\end{equation}
The column sums $T_n$ are 0.592, 0.502 and 0.223. On a much finer grid the entries shift by up to 0.007 and the sums by up to 0.014. No lead mode passes well. The eigenchannels show a different picture:
\begin{equation}
0.999991+0.285380+0.031142=1.316513 ,
\end{equation}
and the Caroli trace is 1.316513. The six digits show the sum rule on this grid, not the accuracy of the model: halving the grid spacing changes the two smaller values to 0.272 and 0.030. One combination of incoming modes, with weights 0.483, 0.452 and 0.065 (a much finer grid shifts them by up to about 0.002), is transmitted almost completely. The two sets of numbers are linked by $T_n=(t^\dagger t)_{nn}=\sum_l|u_{l,n}|^2\tau_l$. For mode 1,
\begin{equation}
0.4829\times1.0000+0.3671\times0.2854+0.1500\times0.0311=0.592 .
\end{equation}
Since the weights add to one, each $T_n$ lies between the smallest and the largest $\tau_l$. Direct matching of lead waves, which uses neither $G$ nor $\Gamma_a$, reproduced the three $\tau_l$ to within $3\times10^{-15}$.

The cross-section through the centre of the hill shows why one channel is nearly open. The hill exceeds $E$ within $2\sqrt{2\ln2}\approx2.4$ nm of its centre, which leaves a gap about 7.6 nm wide on one side and 2.6 nm on the other. Diagonalizing the transverse Hamiltonian of this cross-section, hill included, gives levels near 0.05, 0.16 and 0.22 eV. The first two states sit in the wide gap, the third in the narrow one. Only one level lies below 0.15 eV, and the nearly open channel passes through the wide gap. The values at other energies fit this picture. At 0.03 eV no level lies below $E$, and the single open mode has $\tau=0.042$. At 0.18 eV two levels do, and the three values are 1.000, 0.855 and 0.139. At 0.22 eV the third level is almost at $E$, and the four values are 1.000, 0.990, 0.534 and 0.009. A much finer grid changes the values at these three energies by at most about 0.025. Counting levels is a guide and not an exact rule: the constriction has a finite length, so a channel opens gradually as $E$ passes its level.

If the potential depends on the transport coordinate alone, the transverse modes separate throughout the device, $t$ is diagonal, and the lead modes are themselves eigenchannels. It is the dependence of the hill on the transverse coordinate that mixes them.

\section{Conductance and the real material}

Right-moving states of one mode and spin number $1/(hv)$ per unit length and energy at velocity $v$, so each mode carries $1/h$ electrons per unit time and energy. A small voltage $U$ opens a window $eU$, and with two spins the zero-temperature linear conductance is
\begin{equation}
\frac{2e^2}{h}T=77.48\ \mu\mathrm S\times1.3165=102\ \mu\mathrm S ,
\end{equation}
or $9.8\ \mathrm{k}\Omega$. Halving the grid spacing at fixed geometry lowers $T$ by about 1\% to 1.302, so $T\approx1.3$ is what the model supports.

For a wide sheet, this energy corresponds to a density of $8.8\times10^{12}\ \mathrm{cm}^{-2}$, high but within the reach of gating. The model keeps only the lowest out-of-plane subband of the film. This suits thin flakes; in thicker ones, very roughly from eight to ten layers on, the second out-of-plane subband can lie below 0.15 eV and add channels that are not counted here. The hill is prescribed and not screened self-consistently. Making it 20\% lower or higher, at fixed energy and radius, gives $T=1.62$ or $1.16$ on the 0.5 nm grid, and up to about 0.02 less on a much finer one. The radius matters more: making it 20\% smaller or larger gives about 1.86 or 1.06 on a much finer grid. The geometry matters too. On the same finer grid, moving the centre of the hill 1 nm towards or away from the nearer edge gives about 1.83 or 1.41, and making the ribbon 10\% narrower or wider, with the hill still 5 nm from that edge, gives about 1.05 or 2.00. The next two estimates again start from the 0.5 nm grid. A nonparabolic band with a rough 1.4 eV gap, represented by a uniform mass of $0.155\,m_0$, gives 1.53, which falls to 1.50 on a much finer grid. Letting the mass follow the local kinetic energy, $E$ minus the hill potential, lowers the value by about 0.014 on the 0.5 and 0.25 nm grids. Thermal averaging at 300 K with a fixed Fermi level gives 1.52, or 1.50 on a much finer grid, still without phonons. With a rough mobility of $1000\ \mathrm{cm^2/Vs}$ at 300 K the mean free path is about 49 nm, not much longer than the device, so scattering left out of the model, including inelastic scattering by phonons, cannot be neglected there. At a few kelvin, a rough $10^4\ \mathrm{cm^2/Vs}$ gives about 490 nm, so little scattering besides the hill is expected. The coherent model also requires a phase-coherence length longer than the device; this is a separate quantity, which the mobility does not give. A rough Rashba coupling of 0.01 eV nm would split the spins by about 14, 12 and 8 meV in the three open modes, less than the 38 meV between $E$ and the nearest subband edge, the fourth. Including it in the leads and the device changes $T$ per spin by only about 0.003. Rough edges and the resistance of the metal contacts are also left out, and a measured two-terminal resistance would include both. Corrections to the Hamiltonian change the $\tau_l$, whereas thermal averaging and a contact resistance in series change the measured conductance but not the $\tau_l$ at a given energy. The bounds and the sum rule hold at each energy as long as transport stays coherent and the assumptions stated at the start hold. The numerical output below lists the main values used here.

\section*{Numbers as computed}
\begin{verbatim}
ribbon width 15.0 nm, device length 20.0 nm, grid 0.5 nm
grid columns 39, sites per column 29, device sites 1131
effective mass 0.14 m0 (rough), hopping energy 1.0886 eV
hill height 0.3 eV, radius parameter 2.0 nm
hill centre: x = 10.0 nm, y = 5.0 nm
carrier energy 0.15 eV, wavelength 8.46 nm
wide-sheet density at this energy 8.77e+12 cm^-2
lowest four subband edges (eV): 0.0119  0.0476  0.1066  0.1882
open modes: 3
broadenings of modes 1,2,3 (eV): 0.7630  0.6599  0.4328
mode-to-mode transmission, row = outgoing, column = incoming:
    0.0756  0.3848  0.1320
    0.3848  0.0998  0.0169
    0.1320  0.0169  0.0737
transmission of incoming lead modes 1,2,3: 0.5924  0.5015  0.2227
eigenchannel transmissions tau: 0.999991  0.285380  0.031142
sum of tau        1.316513
Caroli trace      1.316513
wave-matching sum 1.316513
largest difference in tau, wave matching: 2.6e-15
largest current-matrix error over all cuts: 2.0e-15
channel 1: weights of incoming modes 1,2,3: 0.4829  0.4517  0.0654
channel 2: weights of incoming modes 1,2,3: 0.3671  0.1288  0.5041
channel 3: weights of incoming modes 1,2,3: 0.1500  0.4195  0.4305
conductance quantum with spin 77.481 uS
conductance 102.00 uS = 9.803 kOhm
E = 0.03 eV: tau = 0.0418; Caroli 0.0418
E = 0.08 eV: tau = 0.9902  0.0018; Caroli 0.9920
E = 0.12 eV: tau = 0.9999  0.0363  0.0038; Caroli 1.0400
E = 0.18 eV: tau = 1.0000  0.8551  0.1391; Caroli 1.9942
E = 0.22 eV: tau = 1.0000  0.9903  0.5337  0.0094; Caroli 2.5334
random test with absorber: |forward - backward| = 0.2345
Caroli value averaged at 300 K: 1.518 (half the points: 1.519)
grid halved: Caroli 1.3023, tau = 1.0000  0.2723  0.0300
nonparabolic mass 0.155 m0 (rough gap 1.4 eV): Caroli 1.5309
hill 20% lower: Caroli 1.6220; 20% higher: 1.1602
mean free path, 300 K, rough mobility 1000 cm2/Vs: 49 nm
mean free path, few K, rough mobility 10000 cm2/Vs: 489 nm
Rashba splitting for rough 0.01 eV nm: 14.8 meV
\end{verbatim}
